\section*{Graphene Saturation Velocity from Two Half-Discs Separated by One Phonon Energy}

Electrons in graphene that lose energy by emitting optical phonons of energy $\Omega$ can reach, at high density $n$, the drift velocity
\begin{equation}
v_{\rm sat}=\frac{2\,\Omega}{\pi\sqrt{\pi n}} .
\end{equation}
Atomic units are used in the algebra; in ordinary units the right side is divided by $\hbar$. The result describes an ideal plateau. The phonons must be cold, their emission must be fast compared with the acceleration by the field, elastic scattering and collisions between electrons must be weak, and $\Omega$ must be small compared with the Fermi energy.

Near the corners of its Brillouin zone, electron-doped graphene has the conduction band $E=v_Fk$, where $k$ is measured from the corner. The velocity has the fixed magnitude $v_F$ and points along $\mathbf k$, so its $x$ component is $v_F\cos\theta$. Two spins and two valleys give a degeneracy of 4, and each unit of area in $\mathbf k$ space holds $4/(2\pi)^2=1/\pi^2$ electrons per unit of real area. In equilibrium a disc of radius $k_F$ is filled, so $n=\pi k_F^2/\pi^2$ and
\begin{equation}
k_F=\sqrt{\pi n},\qquad E_F=v_Fk_F .
\end{equation}

Let a constant force $F$ act on the electrons along $+x$. From $\dot k_x=F$ and $E=v_Fk$,
\begin{equation}
\dot E=Fv_F\cos\theta,\qquad \dot\theta=-\frac{F\sin\theta}{k}.
\end{equation}
Forward electrons, with $\cos\theta>0$, gain energy, and backward electrons lose it. An electron of energy $E$ can emit a phonon only if a state at $E-\Omega$ is empty. At first the filled states spread upward on the forward side and the empty states spread downward on the backward side, and the Pauli principle forbids emission. It begins when the highest filled energy exceeds the lowest empty energy by $\Omega$. If it is very fast, it holds the difference at that value: the field carries electrons up to a forward ceiling $E_+$, and emission returns them to holes at a backward floor $E_-$, with
\begin{equation}
E_+-E_-=\Omega .
\end{equation}
Every forward direction fills up to the same ceiling, because the field drives each of them upward, though at different rates. Every backward direction empties down to the same floor. If the turning of $\mathbf k$ during the climb is neglected, the occupation is therefore a forward half-disc of radius $k_+=E_+/v_F$ and a backward half-disc of radius $k_-=E_-/v_F$.

The area of the two half-discs gives the density,
\begin{equation}
n=\frac{1}{\pi^2}\left(\frac{\pi k_+^2}{2}+\frac{\pi k_-^2}{2}\right)=\frac{k_+^2+k_-^2}{2\pi}.
\end{equation}
The particle current is the sum of $v_F\cos\theta$ over the filled states. Over the forward half-circle $\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta=2$, and over the backward one the integral is $-2$. Hence
\begin{align}
j&=\frac{v_F}{\pi^2}\left(2\int_0^{k_+}k\,dk-2\int_0^{k_-}k\,dk\right)\nonumber\\
&=\frac{v_F}{\pi^2}\left(k_+^2-k_-^2\right).
\end{align}
Write $q=k_+-k_-=\Omega/v_F$. Then $k_+^2-k_-^2=q(k_++k_-)$. The sum of the radii follows from
\begin{equation}
(k_++k_-)^2=2(k_+^2+k_-^2)-(k_+-k_-)^2=4\pi n-q^2 .
\end{equation}
Dividing the current by the density gives the mean velocity of the two half-discs,
\begin{align}
v=\frac jn&=\frac{v_Fq}{\pi^2n}\sqrt{4\pi n-q^2}\nonumber\\
&=\frac{\Omega}{\pi^2n}\,2\sqrt{\pi n}\,\sqrt{1-\frac{q^2}{4\pi n}}\nonumber\\
&=\frac{2\Omega}{\pi\sqrt{\pi n}}\sqrt{1-\frac{\Omega^2}{4\pi n v_F^2}} .
\end{align}
The last line uses $\sqrt{\pi n}/n=\pi/\sqrt{\pi n}$. For $\Omega\ll v_Fk_F$ the last square root tends to one, which gives the opening formula.

The band velocity cancels in that limit for a simple reason. The current comes from the unbalanced forward half-ring, whose thickness is $\Omega/v_F$, and each electron in it moves with speed $v_F$. The number of electrons in the half-ring grows as its circumference, that is as $\sqrt n$, while the velocity is averaged over all $n$ electrons. The drift velocity therefore falls as $1/\sqrt n$, but the current still rises:
\begin{equation}
j=nv_{\rm sat}=\frac{2\Omega\sqrt n}{\pi^{3/2}} .
\end{equation}

The two-disc form needs $k_-\ge0$. At $k_-=0$ one has $k_+=q$ and $n=q^2/(2\pi)$, so the condition is
\begin{equation}
n\ge n_{\min}=\frac{\Omega^2}{2\pi v_F^2}.
\end{equation}
At $n_{\min}$ the backward half is empty, and the velocity is $v_F$ times the mean of $\cos\theta$ over a forward half-disc, $2v_F/\pi$. At lower densities a floor one phonon energy below the ceiling would lie in the valence band, and this form no longer applies.

The neglected turning of $\mathbf k$ sets the accuracy of the formula. Dividing $\dot\theta$ by $\dot E$ gives $d\theta/dE=-\tan\theta/(v_Fk)$, so during a climb by $\Omega$ the direction changes by about $-(q/k_F)\tan\theta$. This is small at high density except near $90^\circ$. The effect of that exception can be found for instantaneous emission. Each electron moves at fixed $k_y$. A line with $|k_y|<k_-$ crosses the filled core and supplies the forward part of the ring between $k_-$ and $k_+$. A line with $k_-<|k_y|<k_+$ misses the core. No electron enters it, since emission from the ceiling ends at the floor, and so two corners of the forward half-ring stay empty. Because $\cos\theta=\partial k/\partial k_x$, the current of the remaining region is
\begin{equation}
j=\frac{v_F}{\pi^2}\int_{-k_-}^{k_-}dk_y\int\frac{\partial k}{\partial k_x}\,dk_x
=\frac{v_F}{\pi^2}\,2k_-q ,
\end{equation}
since $k$ rises by $q$ along each line. With $n=k_F^2/\pi$ this means
\begin{equation}
v=\frac{2\Omega}{\pi k_F}\,\frac{k_-}{k_F}.
\end{equation}
To leading order the filled area is $\pi k_-^2+\pi k_-q=\pi k_F^2$, so $k_-\simeq k_F-q/2$, and the relative correction to the opening formula begins with $-q/(2k_F)$. The next term is positive and of order $(q/k_F)^{3/2}$, so the first term alone overstates the correction at practical densities. The square root found above begins with $-q^2/(8k_F^2)$, which is of higher order. That square root is the correct geometry of two complete half-discs, but it isn't a systematic improvement of the transport result. The leading term is the same in both descriptions.

A kinetic equation shows whether the field really produces the half-discs, and what happens when emission takes a finite time. Let $x=(E-E_F)/\Omega$, and measure time in units of $\tau$, the emission time when all final states are empty. At high density the density of states is nearly constant over the energies that matter, and the turning is dropped. Let emission lead to all directions with equal probability, and let $\bar f(x)$ be the average of the occupation $f(x,\theta)$ over angle. Then
\begin{align}
\frac{\partial f}{\partial t}+s\cos\theta\,\frac{\partial f}{\partial x}
={}&\bar f(x+1)(1-f)\nonumber\\
&-f\,[1-\bar f(x-1)]+g(\bar f-f),\\
s={}&\frac{Fv_F\tau}{\Omega},\qquad g=\frac{\tau}{\tau_{\rm el}} .
\end{align}
The first term on the right is arrival from one phonon energy above, the second is departure to one phonon energy below, and the third is isotropic elastic scattering with time $\tau_{\rm el}$. The parameter $s$ is the energy gained by a straight-forward electron in one emission time, in units of $\Omega$.

The current follows from $\Phi(x)=\int_0^{2\pi}\cos\theta\,f\,d\theta$. To leading order at high density,
\begin{equation}
v=\frac{1}{\pi^2n}\,v_Fk_F\,\frac{\Omega}{v_F}\int\Phi\,dx
=\frac{\Omega}{\pi k_F}\int\Phi\,dx .
\end{equation}
For the half-discs, conservation of electron number places the ceiling at $x=1/2$ and the floor at $x=-1/2$. Between them $\Phi=2$, and elsewhere $\Phi=0$. The integral is 2, and the ratio of $v$ to $v_{\rm sat}$ is in general $r=\tfrac12\int\Phi\,dx$.

The plateau can be derived without knowing the shape of the edges. In the steady state, integrate the kinetic equation over angle. The elastic term vanishes. With $R(x)=2\pi\bar f(x+1)[1-\bar f(x)]$, the rate of emission ending at $x$,
\begin{equation}
s\frac{d\Phi}{dx}=R(x)-R(x-1),\qquad
s\Phi(x)=\int_{x-1}^{x}R(x')\,dx' .
\end{equation}
The integration constant is zero because both sides vanish far from the Fermi energy. Integrating once more over all $x$ gives
\begin{equation}
s\int\Phi\,dx=\int R\,dx ,
\end{equation}
which is the balance between the power taken from the field and the power given to phonons. Now let $g=0$ and $s\ll1$. Emission then ends close to $x=-1/2$, so the interval from $-1$ to $0$ contains practically all of $R$, and $s\Phi(0)=\int R\,dx$. Midway between floor and ceiling the forward states are full and the backward states empty, so $\Phi(0)=2$. It follows that $\int\Phi\,dx=2$ and $r=1$, even though the edges are blurred.

The numerical solution, started from an undisturbed Fermi disc, agrees. For $g=0$ and $s=0.03$ the average filling within $|x|<0.2$ is 0.996 on the forward side and 0.004 on the backward side, and $r=1.001$. Doubling the field to $s=0.06$, with everything else fixed, gives $r=1.002$. The field thus produces the two half-discs and a flat plateau in this model.

Both ends of the plateau can be located. At weak fields elastic scattering dominates, and the balance $s\cos\theta\,\partial\bar f/\partial x=g(\bar f-f)$ gives $f=\bar f-(s/g)\cos\theta\,\partial\bar f/\partial x$. Since $\int\cos^2\theta\,d\theta=\pi$ and $\bar f$ falls from 1 to 0,
\begin{equation}
r=\frac{\pi s}{2g}.
\end{equation}
This is Ohm's law. For $s=0.01$ and $g=0.4$ it predicts 0.0393, and the numerical solution gives 0.0388. Multiplying $r$ by $2\Omega/(\pi k_F)$ yields $v=F\tau_{\rm el}v_F/k_F$, so the mobility fixes the elastic time. The half-discs require $s\gg g$, which means $F\gg\Omega/(v_F\tau_{\rm el})$.

At the other end, $s$ is no longer small and electrons overshoot the ceiling before they emit. If the overshoot makes $\bar f$ vary slowly over one phonon energy, the total relaxation rate $\bar f(x+1)+1-\bar f(x-1)$ is close to 1. The same algebra with $g$ replaced by 1 then gives $r=\pi s/2$ for $s\gg1$ when elastic scattering is absent. The velocity rises with the field again, with phonon emission now acting as ordinary momentum relaxation. This holds as long as the heated distribution remains narrow compared with $E_F$, as the constant density of states requires. The plateau therefore lies in the window
\begin{equation}
\frac{\Omega}{v_F\tau_{\rm el}}\ll F\ll\frac{\Omega}{v_F\tau},
\end{equation}
which exists only if $\tau\ll\tau_{\rm el}$.

For numbers, take values that are roughly typical of clean graphene encapsulated in hexagonal boron nitride at 300 K: $n=10^{13}$ cm$^{-2}$, $v_F=10^8$ cm/s, a zone-edge optical phonon of 0.16 eV, an emission time of 0.2 ps and a mobility of $2\times10^4$ cm$^2$/Vs. The density is $10^{-3}$ per square angstrom, so $k_F=\sqrt{\pi\times10^{-3}}=0.0560$ per angstrom, and the Fermi energy is 0.369 eV. The ratio $q/k_F=\Omega/E_F$ is $0.160/0.369=0.434$. The opening formula, written as $(2/\pi)(\Omega/E_F)v_F$, gives
\begin{equation}
v_{\rm sat}=0.637\times0.434\times10^8\ {\rm cm/s}=2.76\times10^7\ {\rm cm/s},
\end{equation}
or $\hbar v_{\rm sat}=1.82$ eV angstrom. The two Fermi energies have the difference 0.160 eV and the sum $0.369\sqrt{4-0.434^2}=0.720$ eV, so they are 0.440 and 0.280 eV. The square root lowers the velocity by 2.4 per cent, to $2.70\times10^7$ cm/s. The density is well above $n_{\min}=9.4\times10^{11}$ cm$^{-2}$.

The empty corners matter more. In units of $k_F$, their steady state has the filled area
\begin{equation}
\frac{\pi k_-^2}{2}+k_-\sqrt{k_+^2-k_-^2}+k_+^2\arcsin\frac{k_-}{k_+}=\pi .
\end{equation}
With $k_+=k_-+0.434$, the trial value $k_-=0.85$ makes the left side $1.135+0.818+1.193=3.146$, close enough to $\pi$ to fix $k_-$ to two digits. Even with instantaneous emission and no elastic scattering, the velocity is thus about 15 per cent below the opening formula at this density. A short but finite emission time lets some electrons into the corners and makes this deficit smaller. The velocity then depends on the field: with the turning and the varying density of states kept, isotropic emission and no elastic scattering, the ratio to the opening formula at this density rises from about 0.9 at $s=0.04$ to about 1.05 at $s=0.16$. The flat plateau belongs to the limit $q\ll k_F$.

The window of fields is narrow here. The mobility corresponds to $\tau_{\rm el}=0.74$ ps, so $g=0.27$. The upper scale, $s=1$, is 0.0080 MV/cm, and the lower one is $0.27\times0.0080=0.0022$ MV/cm. These differ by less than a factor of four, which leaves no room for a field far from both. At 0.002 MV/cm, where $s=0.25$, finite emission time alone gives $r=1.23$. Adding the elastic scattering lowers this to 0.76, or $2.1\times10^7$ cm/s. With all else fixed, the ratio is 0.50 at 0.001 MV/cm and 1.11 at 0.004 MV/cm. The calculated velocity is still rising at the highest of these fields. The ratios are rough, because they omit the turning of $\mathbf k$ and the change of the density of states with energy. They also take emission as isotropic, although zone-edge phonons favour backscattering. Together these three effects lower the ratios by roughly 10 to 25 per cent, most at the highest field. The value above one at 0.004 MV/cm should therefore not be read as a real overshoot.

Collisions between electrons are also left out. They conserve the total momentum and energy, but they reshape the occupation. If they were much faster than everything else, they would turn the half-discs into a shifted Fermi disc. A cold disc whose highest filled and lowest empty energies differ by $\Omega$ is shifted by $q/2$ and moves at $\Omega/(2k_F)$, which is $\pi/4$ of the opening value. Heating of the disc makes the velocity rise with the field. The half-discs survive only if such collisions are rare during the climb, which lasts about $\Omega/(Fv_F)$, or 0.8 ps at 0.002 MV/cm. The rough estimate $\hbar E_F/(k_BT)^2$ for the collision time is 0.4 ps at 300 K. Electrons in the unbalanced ring lie up to about $\Omega/2$ from $E_F$, and the same estimate with $\Omega/2$ in place of $k_BT$ gives about 0.04 ps, so this condition is not met here.

The phonons are a further concern. Their thermal occupation at 300 K is 0.002, which is negligible, but the current creates phonons of its own. They are emitted at the rate $nFv/\Omega$ per area. Electrons scattered between the valleys can reach phonon wavevectors within $2k_F$ of the two zone corners, which contain $2\pi(2k_F)^2/(2\pi)^2=2n$ modes per area. For a phonon lifetime $\tau_{\rm ph}$ of roughly 2 ps, the mean occupation at 0.002 MV/cm and the ideal velocity is
\begin{equation}
N=\frac{Fv\tau_{\rm ph}}{2\Omega}
=\frac{2000\times2.76\times10^7\times2\times10^{-12}}{2\times0.16}=0.35,
\end{equation}
with $F$ in eV/cm. This is not small compared with one, and it is a low estimate: emission from the forward ceiling to the backward floor reaches only about a third of these modes, whose occupation is then near one. Reabsorption then lifts electrons above the ceiling, so the condition of cold phonons fails; the resulting change of velocity has not been calculated. The Joule power under the same conditions is 88 kW/cm$^2$, so a real device would also warm up unless its heat were removed well. Trigonal warping of the band changes the energy around the Fermi circle by only $\pm2$ per cent.

Measured high-field velocities in clean graphene are, very roughly, a few times $10^7$ cm/s, the same size as the ideal value. Such agreement does not establish the half-disc occupation, because the kinetic results above also lie in this range without a plateau. Polar phonons of the surrounding insulator can take part as well. If a mode of 0.1 eV controlled the emission at the same density, the opening formula would give a velocity lower by the factor $0.1/0.16$, or about 0.6. For design, the $1/\sqrt n$ law should be used only where $\tau\ll\tau_{\rm el}$, the field lies well inside the window, collisions between electrons are rare during the climb, and the phonons stay cold. More digits of most of these quantities are in the numerical output that follows. The onset field printed there is $v_{\rm sat}$ divided by the mobility, which equals $2/\pi$ times the lower field scale $\Omega/(v_F\tau_{\rm el})$ used above.

\section*{Computed values}
\begin{verbatim}
INPUTS (rough typical values)
electron density                    1.0e+13 cm^-2
band velocity vF                    1.0e+08 cm/s
optical phonon energy               0.160 eV
phonon emission time                0.20 ps
phonon lifetime                     2.0 ps
low-field mobility                  2.0e+04 cm2/Vs
field                               0.0020 MV/cm
temperature                         300 K
lattice constant                    2.46 angstrom
HALF-DISC RESULT
Fermi wave number kF                0.05605 1/angstrom
equilibrium Fermi energy            0.3689 eV
Omega/(vF kF)                       0.4337
forward Fermi energy                0.4401 eV
backward Fermi energy               0.2801 eV
high-density velocity               2.7610e+07 cm/s
same, times hbar                    1.8173 eV angstrom
finite-density velocity             2.6953e+07 cm/s
finite/high-density ratio           0.97621
lowest density for two half-discs   9.404e+11 cm^-2
KINETIC TESTS (drift / high-density half-disc drift)
s=0.03, no elastic scattering       1.0007
s=0.06, no elastic scattering       1.0024
forward filling, |x|<0.2, s=0.03    0.9962
backward filling, |x|<0.2, s=0.03   0.0038
ohmic case s=0.01 g=0.4, numeric    0.03882
ohmic case, pi s/(2g)               0.03927
NEGLECTED EFFECTS IN THE EXAMPLE
elastic scattering time             0.738 ps
s at the example field              0.2500
g = emission time/elastic time      0.2711
drift ratio, finite emission only   1.231
drift ratio with elastic, 0.001 MV/cm  0.499
drift ratio with elastic, 0.002 MV/cm  0.757
drift ratio with elastic, 0.004 MV/cm  1.108
mesh-refinement shift at 0.002      +0.00006
onset field v/mobility              0.00138 MV/cm
field at which s = 1                0.0080 MV/cm
thermal phonon occupation           0.00206
hot-phonon occupation estimate      0.345
trigonal warping of energy, +/-     1.99 %
Joule power at half-disc velocity   88.5 kW/cm2
\end{verbatim}
